# Phase spacing of Fowler-Nordheim current oscillations

## Problem

A metal cathode occupies \(x<0\), an oxide \(0<x<L\) and a metal anode \(x>L\). In the oxide an electron at the cathode Fermi level sees the potential energy \(V(x)=\varphi-Fx\), measured from that level. Here \(\varphi\) is the barrier and \(F>0\) the field times the elementary charge. The voltage is high enough that \(FL>\varphi\): the electron leaves the barrier at the turning point \(x_t=\varphi/F\) and crosses the rest of the oxide in its conduction band. At the anode the potential drops abruptly. The semiclassical phase of this last stretch is

\[
\Phi=\int_{x_t}^{L}k(x)\,dx ,\qquad k(x)=\sqrt{2m(Fx-\varphi)} .
\]

Algebra is in atomic units. The oxide mass is \(m\) and the electrode masses are 1. The field is uniform, the oxide band parabolic and isotropic, and the barrier opaque. Scattering and the image force are neglected.

**(a)** Let \(T\) be the transmission at fixed energy, and \(T_{FN}\) the transmission if the ramp continued for ever, without an anode. Show that, as the field is swept, successive maxima of \(T/T_{FN}\) are separated by \(\pi\) in \(\Phi\), to leading semiclassical order.

**(b)** A metal emits electrons with a spread of energies. What becomes of the spacing when the maxima are those of \(J/J_{FN}\), the zero-temperature current divided by its value without an anode, and \(\Phi\) is taken at the Fermi level?

**(c)** Evaluate the first three maxima for \(L=60\) angstrom, \(\varphi=3.5\) eV, \(m=0.4\) and two equal metals with Fermi energy \(\mu=10\) eV.

## Hints

1. In a linear potential the wave equation becomes Airy's equation. Start from the outgoing wave in the anode and work back.
2. Towards the cathode, Bi grows and Ai decays. You need the coefficient of Bi alone, and a Wronskian isolates it.
3. Dividing by \(T_{FN}\) removes everything that belongs to the cathode side.
4. For (b), write the interference factor as a sum of harmonics, one for each number of round trips, and average each over the emitted energies.

## Solution

### (a) Fixed energy

**The phase.** Let \(E_k=FL-\varphi\) be the kinetic energy on arrival at the anode. Since \(Fx-\varphi=F(x-x_t)\),

\[
\Phi=\sqrt{2mF}\,\tfrac23(L-x_t)^{3/2}=\frac{2\sqrt{2m}}{3}\,\frac{E_k^{3/2}}{F}. \tag{1}
\]

**Airy form.** In the oxide \(\psi''=-2mF(x-x_t)\psi\). Put \(\kappa=(2mF)^{1/3}\) and \(z=-\kappa(x-x_t)\). Then \(\psi''=\kappa^2\,d^2\psi/dz^2\), and the right side is \((2mF/\kappa)z\psi=\kappa^2z\psi\). Hence \(d^2\psi/dz^2=z\psi\), with the solution

\[
\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z).
\]

At the anode \(z=-s\) with \(s=\kappa(L-x_t)\), so that \(\Phi=\tfrac23s^{3/2}\). At the cathode \(z=z_0=\kappa x_t\).

**Matching at the anode.** Take \(\psi=e^{ik_a(x-L)}\) for \(x>L\). Both \(\psi\) and \(\psi'/\text{mass}\) are continuous, so on the oxide side \(\psi=1\) and \(\psi'=imk_a\). Because \(d/dx=-\kappa\,d/dz\),

\[
\frac{d\psi}{dz}=-iq,\qquad q=\frac{mk_a}{\kappa}.
\]

The Wronskian \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi\) gives \(\mathrm{Ai}\,\psi_z-\mathrm{Ai}'\psi=b/\pi\), in which \(a\) has dropped out. Thus \(b=-\pi(\mathrm{Ai}'+iq\,\mathrm{Ai})\). Ai is real, so

\[
|b|^2=\pi^2\left[\mathrm{Ai}'^2(-s)+q^2\mathrm{Ai}^2(-s)\right]. \tag{2}
\]

**Matching at the cathode.** For an opaque barrier \(z_0\) is large and \(\mathrm{Ai}(z_0)/\mathrm{Bi}(z_0)\approx\tfrac12e^{-4z_0^{3/2}/3}\) is negligible, so \(\psi(0)=b\,\mathrm{Bi}(z_0)\) and \(\psi'(0)=-\kappa b\,\mathrm{Bi}'(z_0)\). In the cathode \(\psi=Ae^{ik_cx}+Be^{-ik_cx}\). Adding the two matching conditions \(A+B=\psi(0)\) and \(A-B=\psi'(0)/(imk_c)\) gives \(A\). With \(p=mk_c/\kappa\),

\[
|A|^2=\frac{|b|^2}{4}\left[\mathrm{Bi}^2(z_0)+\frac{\mathrm{Bi}'^2(z_0)}{p^2}\right].
\]

The transmission is the ratio of fluxes, \(k_a/(k_c|A|^2)\). As \(k_a/k_c=q/p\),

\[
T=\frac{4pq}{|b|^2\left[p^2\mathrm{Bi}^2(z_0)+\mathrm{Bi}'^2(z_0)\right]}.
\]

**The reference.** At large \(s\), with \(\theta=\Phi+\pi/4\),

\[
\mathrm{Ai}(-s)\simeq\frac{\sin\theta}{\sqrt\pi\,s^{1/4}},\quad
\mathrm{Bi}(-s)\simeq\frac{\cos\theta}{\sqrt\pi\,s^{1/4}},\quad
\mathrm{Ai}'(-s)\simeq-\frac{s^{1/4}\cos\theta}{\sqrt\pi}. \tag{3}
\]

Without an anode the outgoing wave is therefore \(\mathrm{Bi}+i\,\mathrm{Ai}\propto e^{i\theta}\), which has \(b=1\). Its flux is \(-(\kappa/m)(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\kappa/(\pi m)\). Dividing by \(k_c|A|^2\), and using \(\kappa/(mk_c)=1/p\),

\[
T_{FN}=\frac{4p}{\pi\left[p^2\mathrm{Bi}^2(z_0)+\mathrm{Bi}'^2(z_0)\right]}.
\]

The cathode factors cancel in the ratio:

\[
M\equiv\frac{T}{T_{FN}}=\frac{\pi q}{|b|^2}=\frac{q}{\pi\left[\mathrm{Ai}'^2(-s)+q^2\mathrm{Ai}^2(-s)\right]}. \tag{4}
\]

**Where the maxima lie.** Let \(D=\mathrm{Ai}'^2+q^2\mathrm{Ai}^2\), and hold \(q\) fixed for the moment. Since \(\mathrm{Ai}''=z\,\mathrm{Ai}\),

\[
\frac{dD}{dz}=2\,\mathrm{Ai}\,\mathrm{Ai}'\,(z+q^2).
\]

At the anode \(z+q^2=q^2-s=s(r^2-1)\), with \(r=q/\sqrt s\). The local wave number is \(k(L)=\kappa\sqrt s\), so \(r=k_a/[k(L)/m]\): it is the velocity in the anode divided by that in the oxide at \(L\). At a zero of Ai the second derivative of \(D\) is \(2\mathrm{Ai}'^2(q^2-s)\). For \(r>1\) this is positive, so \(D\) is smallest and \(M\) largest there.

Inserting (3) into (4) gives the semiclassical form

\[
M=\frac{1}{\dfrac{\cos^2\theta}{r}+r\sin^2\theta},\qquad \theta=\Phi+\frac{\pi}{4}. \tag{5}
\]

For \(r>1\) the maxima have \(\sin\theta=0\), that is

\[
\Phi_n=\left(n-\tfrac14\right)\pi,\quad n=1,2,\dots,\qquad \Phi_{n+1}-\Phi_n=\pi ,\qquad M_{max}=r .
\]

This is the required result. A wave reflected at the anode returns to the turning point, is reflected there and arrives again after accumulating \(2\Phi\). From one maximum to the next the round trip gains one full cycle, \(2\pi\).

**Conditions.** If \(r=1\), equation (5) gives \(M=1\), and to this order there is nothing to count. Beyond a peak of about 1.5 at \(\Phi\approx0.1\), next to the turning point where (3) fails, the Airy form (4) keeps a weak ripple, with maxima of 1.05, 1.03 and 1.02 near \(\Phi=\pi\), \(2\pi\) and \(3\pi\), that fades as \(\Phi\) grows. In a field sweep \(q\) also varies. Near a zero of Ai, a displacement \(\delta\) in \(s\) gives \(\ln M=\ln q-(q^2-s)\delta^2+\text{const}\). Its maximum is at \(\delta=(d\ln q/ds)/[2(q^2-s)]\). Since \(d\Phi=\sqrt s\,ds\), the phase moves by

\[
\delta\Phi=\frac{1}{2(r^2-1)}\,\frac{d\ln q}{d\Phi}. \tag{6}
\]

The spacing \(\pi\) thus needs a slowly varying \(q\) and an \(r\) not too close to 1.

### (b) The current from a metal

**Supply.** Transverse momentum \(k_\parallel\) is conserved. The transmission depends on the longitudinal energy in the oxide, \(W=E-k_\parallel^2/2m\), apart from a weak dependence of the electrode velocities on \(k_\parallel\), neglected here. With two spins and \(v_x\,dk_x=dE\) at fixed \(k_\parallel\),

\[
J=\frac{2}{(2\pi)^3}\int d^2k_\parallel\int dE\;T(W).
\]

Write \(d^2k_\parallel=2\pi m\,dt\), with \(t\) the transverse energy. At zero temperature the filled states have \(W+t<0\), so for given \(W\) the integral over \(t\) yields \(-W\). With \(\varepsilon=-W\),

\[
J=\frac{m}{2\pi^2}\int_0^\infty\varepsilon\,T(-\varepsilon)\,d\varepsilon .
\]

**Energy width.** The tunnelling exponent is \((4\sqrt{2m}/3F)(\varphi+\varepsilon)^{3/2}\), and its derivative at \(\varepsilon=0\) is \(2\sqrt{2m\varphi}/F\). To first order \(T_{FN}\propto e^{-\varepsilon/d}\) with

\[
d=\frac{F}{2\sqrt{2m\varphi}} .
\]

The emitted electrons have the normalised weight \(\varepsilon e^{-\varepsilon/d}/d^2\), whose mean is \(2d\).

**Harmonics.** Let \(\rho=(r-1)/(r+1)\). Summing two geometric series,

\[
1+2\sum_{j\ge1}\rho^j\cos2j\theta=\frac{1-\rho^2}{1+\rho^2-2\rho\cos2\theta}.
\]

Multiply numerator and denominator by \((r+1)^2\). The numerator becomes \(4r\), and the denominator \(2(r^2+1)-2(r^2-1)\cos2\theta=4(r^2\sin^2\theta+\cos^2\theta)\). The quotient is (5), so this sum is \(M\).

**Average.** Lowering the energy by \(\varepsilon\) lowers the phase by \(\Phi'\varepsilon\), where (1) gives \(\Phi'=\partial\Phi/\partial E=\sqrt{2mE_k}/F\). The useful combination is

\[
\chi\equiv2\Phi'd=\sqrt{E_k/\varphi}.
\]

Harmonic \(j\) is multiplied by \(\int_0^\infty\varepsilon e^{-\varepsilon/d-2ij\Phi'\varepsilon}d\varepsilon/d^2=1/(1+ij\chi)^2\). With \(r\) taken at the Fermi level,

\[
\frac{J}{J_{FN}}\simeq1+2\,\mathrm{Re}\sum_{j\ge1}\frac{\rho^j e^{2ij\theta}}{(1+ij\chi)^2}. \tag{7}
\]

The first harmonic is \(\dfrac{2\rho}{1+\chi^2}\cos(2\theta-2\arctan\chi)\). For \(r>1\), when it dominates and its amplitude varies slowly, the maxima obey

\[
\Phi(E_F)-\arctan\sqrt{E_k/\varphi}=\left(n-\tfrac14\right)\pi . \tag{8}
\]

So the spacing \(\pi\) belongs to the corrected phase on the left. The Fermi-level phase itself advances by \(\pi\) plus the change of the arctangent. For small \(\chi\) the correction is \(\chi=2d\,\Phi'\), which turns the phase at the Fermi level into the phase at the mean emitted energy.

### (c) Numbers

**Fixed energy.** Direct integration of the wave equation, with and without the anode, gives for electrons at the Fermi level:

| \(n\) | \(F\) (MV/cm) | \(E_k\) (eV) | \(\Phi\) (rad) | \(r\) |
|---|---|---|---|---|
| 1 | 7.27 | 0.863 | 2.382 | 2.58 |
| 2 | 8.66 | 1.696 | 5.509 | 1.89 |
| 3 | 10.05 | 2.529 | 8.645 | 1.59 |

At the first maximum the oxide voltage is 4.363 V, so \(E_k=4.363-3.5=0.863\) eV. The ballistic path is \(L-x_t=60\times0.863/4.363=11.9\) angstrom (1.19 nm). The anode kinetic energy is \(10+4.363=14.363\) eV, and \(r=\sqrt{0.4\times14.363/0.863}=2.58\). Equation (1) also predicts the ratio of the first two phases, \((1.696/0.863)^{3/2}(7.272/8.660)=2.31\), in agreement with \(5.509/2.382\).

The spacings are 3.126 and 3.137 rad, within 0.5% of \(\pi\). The first maximum lies 0.026 rad above \(3\pi/4=2.356\). The first zero of Ai, at \(\Phi=2.3834\), accounts for 0.027 rad of this: it is the error of the asymptotic form (3). Equation (6) supplies the rest. With \(q\propto\sqrt{\mu+FL}\,F^{-1/3}\),

\[
\frac{d\ln q}{d\ln F}=\frac{4.363}{2\times14.363}-\frac13=-0.181,\qquad
\frac{d\ln\Phi}{d\ln F}=\frac{3\times4.363}{2\times0.863}-1=6.58 .
\]

Hence \(d\ln q/d\Phi=-0.181/(6.58\times2.38)=-0.0116\), and \(\delta\Phi=-0.0116/(2\times5.66)=-0.001\) rad. The computed maximum is indeed 0.001 rad below the Airy zero.

The maxima are also almost equally spaced in field, by 1.39 MV/cm. This is not a general law. At fixed \(L\), \(\Phi\propto E_k^{3/2}/(\varphi+E_k)\), which is nearly linear in voltage around its inflection. With \(u=E_k/\varphi\), setting the logarithmic derivative of the slope to zero gives

\[
\frac{1}{2u}+\frac{1}{3+u}-\frac{2}{1+u}=0\;\Rightarrow\;u^2+6u-3=0\;\Rightarrow\;u=0.464,
\]

or \(E_k=1.62\) eV, close to the middle maximum.

**Current.** Integrating over energy with the Airy form (4), the maxima of \(J/J_{FN}\) are:

| \(n\) | \(F\) (MV/cm) | \(\Phi(E_F)\) (rad) | \(\arctan\chi\) (rad) | \(J\) (A/cm²) |
|---|---|---|---|---|
| 1 | 7.45 | 2.772 | 0.485 | \(3.0\times10^{-9}\) |
| 2 | 8.90 | 6.047 | 0.627 | \(1.5\times10^{-6}\) |
| 3 | 10.34 | 9.293 | 0.721 | \(1.5\times10^{-4}\) |

At the first, \(E_k=4.470-3.5=0.970\) eV, so \(\chi=\sqrt{0.970/3.5}=0.526\) and \(\arctan\chi=0.485\). The Fermi-level spacings are 3.275 and 3.246 rad, clearly more than \(\pi\). The corrected phases are 2.287, 5.420 and 8.572 rad, with spacings 3.133 and 3.152 rad. Each lies 0.07 to 0.08 rad below \((n-\tfrac14)\pi\). Equation (8) omits the higher harmonics, the drift of the amplitude and terms beyond first order in \(\varepsilon\); their shares in this offset were not separated.

**These are not maxima of \(J\) itself.** The tunnelling exponent equals \(\tfrac23\varphi/d\). It falls from \(\tfrac23\times3.5/0.0615=37.9\) at the first maximum to \(\tfrac23\times3.5/0.0734=31.8\) at the second, which alone raises the smooth current by a factor of about \(e^{6}\). The interference factor changes by far less: \(J/J_{FN}\) is 1.94 and 1.48 at these maxima. In this film \(J\) rose at every step of a scan from \(\Phi=2\) to 10 rad. The oscillation appears as maxima after division by the smooth current.

**Beside a real film.** The parameters are rough typical values for a film of MgO between metals. The conduction minimum of MgO is single and isotropic. With an assumed breakdown field of 10 MV/cm (rough), the three current maxima lie at 0.75, 0.89 and 1.03 of breakdown, so the third may be out of reach. The values of \(J\) in the table hold only for the parabolic, image-free barrier and do not predict the current of a real film. At the same fields a two-band barrier with a gap of 7.8 eV raises the smooth current by factors of about 340, 140 and 70, and the cathode image force alone (dielectric constant 3.0) raises the transmission at the Fermi level by a factor of 5 to 6 with the image plane at the interface, or about 3 with the plane 0.5 to 1 angstrom inside the metal. Of the neglected effects estimated here, the nonparabolic band gives the largest phase error at the third maximum. A two-band dispersion with a gap of 7.8 eV adds 0.10, 0.41 and 0.91 rad at the same fields. The correction for the energy spread changes too, and a semiclassical estimate with both effects puts the first current maximum lower by less than 0.05 MV/cm and the next two lower by about 0.14 and 0.34 MV/cm. Between neighbouring fields of the table the parabolic phase advances too little, by 0.31 and 0.50 rad. Image forces, with only the nearest image in each electrode, move the fixed-energy maxima to 1.79, 5.10 and 8.39 rad on the image-free scale. The full series of images between two metals gives 1.88, 5.22 and 8.52 rad, with spacings of 3.34 and 3.30 rad. These values put the image planes at the interfaces and cut the potential at the metal band bottoms, and they depend on that choice: with the planes 0.5 angstrom inside the metals the maxima lie 0.16 to 0.33 rad lower, and the full series gives 1.71, 4.97 and 8.19 rad, with spacings of 3.26 and 3.23 rad. At 300 K the current maxima move down by 0.11 to 0.13 rad. Polar phonons of 0.09 eV leave an estimated 0.45 to 0.53 of the round-trip amplitude, so the contrast is overstated here. A thickness step of 2.1 angstrom at fixed voltage shifts the phase by 0.10 to 0.33 rad. This blurs the maxima only slightly: for equal areas at 57.9, 60 and 62.1 angstrom, the third maximum of \(J/J_{FN}\) falls from 1.28 to 1.25. It also moves up by 0.22 rad on the phase scale of the 60 angstrom film, because at fixed voltage the thinner areas carry most of the current and have the smaller phase. The statement about \(\pi\) is therefore best applied to a phase computed with the actual band and potential.

## Variation 1: a slow anode

*The metal anode is replaced by a nonmetal of mass 1 with a flat band, whose bottom lies 3.4 eV above the anode Fermi level, so that \(r<1\). Where are the fixed-energy maxima?*

The anode kinetic energy is now \(FL-3.4\text{ eV}=E_k+0.1\) eV, and with \(m=0.4\) the ratio \(r\) is near 0.65. For \(r<1\) the larger coefficient in the denominator of (5) is \(1/r\), so \(M\) is largest when \(\cos\theta=0\):

\[
\Phi_n=\left(n+\tfrac14\right)\pi,\qquad M_{max}=1/r .
\]

In Airy language these are zeros of \(\mathrm{Ai}'\). The whole series moves by half a period, because the reflected amplitude at the anode has changed sign, but the spacing remains \(\pi\).

For the 60 angstrom film the wave equation gives the maxima \(n=1\) and 2 at 3.873 and 7.039 rad, against \(5\pi/4=3.927\) and \(9\pi/4=7.069\). There is also a maximum with \(n=0\), at 0.42 rad. It lies so close to the turning point that the semiclassical value \(\pi/4=0.785\) is poor, and it is left out below. The spacing is 3.166 rad, 0.8% above \(\pi\). The deviation is larger than for the fast anode. The anode kinetic energy is now small, so \(q\) changes faster with field. Near a zero of \(\mathrm{Ai}'\), \(D\) is \(q^2\mathrm{Ai}^2\) at the zero times \(1+s(s-q^2)\delta^2/q^2\), so \(\ln M=-\ln q-s(s-q^2)\delta^2/q^2+\text{const}\). In place of (6) this gives

\[
\delta\Phi=-\frac{r^2}{2(1-r^2)}\,\frac{d\ln q}{d\Phi}.
\]

With \(q\propto\sqrt{E_k+0.1\text{ eV}}\,F^{-1/3}\) the shifts are \(-0.030\) and \(-0.016\) rad. The zeros of \(\mathrm{Ai}'\) lie at \(\Phi=3.903\) and 7.055 rad, so the maxima are expected at 3.873 and 7.039 rad, as computed.

## Variation 2: a film ten times thicker

*Take \(L=600\) angstrom and put the anode band bottom at the anode Fermi level. How well does (8) hold for the current maximum with \(n=9\)?*

By (1), at a given \(E_k\) the phase scales as \(1/F\), and \(F=(\varphi+E_k)/L\) is ten times smaller than in the thin film. Scaling from the first row of the fixed-energy table, with \(E_k\) in eV,

\[
\Phi=2.382\left(\frac{E_k}{0.863}\right)^{3/2}\frac{4.363}{3.5+E_k}\times10 .
\]

The required phase is \(8.75\pi+\arctan\chi\approx27.5+0.5=28.0\) rad, which gives \(E_k\approx0.98\) eV. This is nearly the value at the first current maximum of the thin film, so \(\arctan\chi\approx0.49\) is nearly the same too. What has changed is the accuracy of (7). The width \(d\) is proportional to \(F\), so \(d/E_k\) falls from \(0.0615/0.970=0.063\) to about 0.006, and the linear expansions behind (7) improve accordingly. The anode kinetic energy is now \(FL\approx4.48\) eV, so \(r\approx\sqrt{0.4\times4.48/0.98}=1.35\) and \(\rho\approx0.15\), which makes the first harmonic dominant.

The energy integral puts the maximum 0.026 rad below (8), compared with about 0.07 rad in the thin film. This gain comes from the smaller \(\rho\), not from the thickness: with the 10 eV anode of part (c), the thick film would have its maximum 0.080 rad below (8), which omits the higher harmonics. Formula (7), which keeps them, is here within 0.008 of the integrated \(J/J_{FN}\) over a scan of 2 rad either side of the expected maximum. For the thin film the largest difference was 0.11, between 2 and 10 rad. The arctangent is about 0.5 rad in both films because \(\chi\) depends on \(E_k/\varphi\) alone, and \(E_k\) is nearly the same. For a fixed \(n\), by contrast, \(E_k\) falls as the film gets thicker, and the arctangent falls with it: at \(n=1\) it is only 0.22 rad in the thick film.

This film serves only to test the formula: its tunnelling exponent is near 380, so no current could be measured.

The remaining computed values are in the numerical output below.

## Computed values

```
INPUTS (rough values, MgO between metals)
barrier, metal Fermi energy: 3.5, 10.0 eV
oxide mass: 0.4 electron masses
thickness: 60.0 angstrom
pi: 3.1416 rad
FIXED ENERGY (Fermi level), maxima 1, 2, 3
ideal phase (n-1/4)pi: 2.3562, 5.4978, 8.6394 rad
phase at Airy zeros: 2.3834, 5.5102, 8.6474 rad
phase from wave equation: 2.3824, 5.5086, 8.6452 rad
phase spacing: 3.1262, 3.1366 rad
field: 7.272, 8.660, 10.048 MV/cm
oxide voltage: 4.363, 5.196, 6.029 V
kinetic energy Ek at anode: 0.863, 1.696, 2.529 eV
path from turning point: 11.87, 19.58, 25.17 angstrom
same path: 1.187, 1.958, 2.517 nm
velocity ratio r: 2.580, 1.893, 1.592 (no unit)
T/T_FN at maximum: 2.553, 1.889, 1.591 (no unit)
slow-anode maxima, phase: 3.873, 7.039 rad
slow-anode velocity ratio: 0.657, 0.647 (no unit)
CURRENT at 0 K, maxima 1, 2, 3 of J/J_FN
Fermi-level phase: 2.772, 6.047, 9.293 rad
Fermi-level phase spacing: 3.275, 3.246 rad
arctan shift: 0.485, 0.627, 0.721 rad
corrected phase: 2.287, 5.420, 8.572 rad
corrected phase spacing: 3.133, 3.152 rad
field: 7.451, 8.895, 10.342 MV/cm
oxide voltage: 4.470, 5.337, 6.205 V
emission width d: 0.0615, 0.0734, 0.0853 eV
J: 2.99e-09, 1.54e-06, 1.54e-04 A/cm2
J/J_FN: 1.935, 1.475, 1.284 (no unit)
J_FN / simple estimate: 0.976, 0.972, 0.968 (no unit)
largest error of harmonic formula: 0.108 (in J/J_FN)
thick film: thickness: 600 angstrom
thick film: peak minus arctan law: -0.026 rad
thick film: harmonic formula error: 0.0074 (in J/J_FN)
NEGLECTED EFFECTS, at current maxima 1, 2, 3 unless stated
Fermi-level phase of maxima at 300 K: 2.646, 5.927, 9.185 rad
image force: fixed-energy maxima: 1.785, 5.104, 8.390 rad (phase without image)
image force: their spacing: 3.319, 3.287 rad
first max/min without, with image: 5.418, 5.236 (no unit)
phonon energy: 0.09 eV
dielectric constants, fast and static: 3.0, 9.8 (no unit)
round-trip amplitude kept, 300 K: 0.531, 0.462, 0.446 (no unit)
band gap for nonparabolicity: 7.8 eV
nonparabolic phase change: 0.101, 0.411, 0.914 rad
thickness step: 2.1 angstrom
its phase change at fixed voltage: 0.097, 0.212, 0.325 rad
anode velocity change, transverse: 0.127, 0.144, 0.158 percent
assumed breakdown field: 10 MV/cm
field / breakdown field: 0.75, 0.89, 1.03 (no unit)
```
